# Zero-Point Gap Reduction from a High-Temperature Slope: test program

```python
"""
Result under test: zero-point gap reduction Z = s*Theta/2.
s     : magnitude of the high-temperature slope of the gap (meV/K)
Theta : effective phonon temperature, phonon energy / k_B (K)
Gap   : E_g(T) = E_bare - Z*coth(Theta/(2T)), E_bare = static-lattice gap.
The program tests the law microscopically and sizes its main corrections.
Oscillator tests use hbar = mass = frequency = k_B = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit

kB = const.k / const.e * 1000.0  # meV/K


def coth(y):
    return 1.0 / np.tanh(y)


def lowering(T, Z, theta):
    return Z * coth(theta / (2.0 * T))


def slope_factor(T, theta):
    y = theta / (2.0 * T)
    return (y / np.sinh(y))**2


# Input values of the nonpolar model
s, theta = 0.3, 400.0
Z = s * theta / 2.0

# Oscillator diagonalized on a uniform grid (sinc basis)
dx = 0.2
x = dx * np.arange(-120, 121)
index = np.arange(x.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6.0,
                   (1.0 - 2.0 * (np.abs(diff) % 2)) / safe**2) / dx**2
levels, states = np.linalg.eigh(kinetic + np.diag(x**2 / 2.0))
density = states**2


def thermal(function_values, t):
    weights = np.exp(-(levels - levels[0]) / t)
    return weights @ (density.T @ function_values) / weights.sum()


for t in (0.1, 0.75, 1.5, 4.0):
    assert abs(thermal(x**2, t) / (0.5 * coth(0.5 / t)) - 1) < 1e-5
    assert abs(thermal(x, t)) < 1e-8
ground_x2 = thermal(x**2, 0.02)
high_slope = (thermal(x**2, 8.1) - thermal(x**2, 7.9)) / 0.2
coupling = s * theta / high_slope
Z_grid = coupling * ground_x2
assert abs(Z_grid / Z - 1) < 0.003  # residual quantum correction at t=8

# Local slope at finite temperature
t = 0.75
local = (thermal(x**2, t + 0.001) - thermal(x**2, t - 0.001)) / 0.002
assert abs(local / high_slope - slope_factor(t, 1.0)) < 0.003
factor300 = slope_factor(300.0, theta)

# Debye-Waller average and saturation of the coupling
q = 0.3
for t in (0.1, 1.5):
    gaussian = np.exp(-q**2 * thermal(x**2, t) / 2.0)
    assert abs(thermal(np.cos(q * x), t) - gaussian) < 1e-7
W = 2000.0  # meV, chosen scale of the saturating coupling


def saturated(T):
    return W * (1.0 - np.exp(-lowering(T, Z, theta) / W))


def derivative(function, T, h=0.1):
    return (function(T + h) - function(T - h)) / (2.0 * h)


plain600 = derivative(lambda T: lowering(T, Z, theta), 600.0)
assert abs(plain600 / s - slope_factor(600.0, theta)) < 1e-5
saturation = derivative(saturated, 600.0) / plain600 - 1.0

# Several modes: slopes found numerically at very high temperature


def mode_average(amplitudes, temperatures):
    slopes = np.array([derivative(lambda T: lowering(T, a, th), 2e4, 10.0)
                       for a, th in zip(amplitudes, temperatures)])
    mean = slopes @ np.array(temperatures) / slopes.sum()
    return slopes.sum(), mean


two_a, two_th = (15.0, 45.0), (200.0, 600.0)
mix_a, mix_th = (-5.0, 80.0), (100.0, 400.0)
s_two, mean_two = mode_average(two_a, two_th)
s_mix, mean_mix = mode_average(mix_a, mix_th)
assert abs(s_two * mean_two / 2.0 - sum(two_a)) < 0.05
assert abs(s_mix * mean_mix / 2.0 - sum(mix_a)) < 0.05
assert abs(s_two - s) < 1e-3 and abs(mean_two - theta) < 0.5
assert mean_mix > max(mix_th)
T_data = np.linspace(20.0, 500.0, 49)
drop_data = sum(lowering(T_data, a, th) - a for a, th in zip(two_a, two_th))
fit, _ = curve_fit(lambda T, a, th: 2.0 * a / np.expm1(th / T),
                   T_data, drop_data, p0=(50.0, 350.0))
assert fit[0] < 0.95 * sum(two_a)

# One remote electronic level coupled linearly to the oscillator
size, distance, g = 30, 20.5, 0.05
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
position = (ladder + ladder.T) / np.sqrt(2.0)
number = np.diag(np.arange(size, dtype=float))
vibronic = (np.kron(np.eye(2), number)
            + np.kron(np.diag([0.0, distance]), np.eye(size))
            + g * np.kron(np.array([[0.0, 1.0], [1.0, 0.0]]), position))
energy = np.linalg.eigvalsh(vibronic)
shift0, shift1 = -energy[0], 1.0 - energy[1]
ratio = 2.0 * shift0 / (shift1 - shift0)
assert abs(ratio - (1.0 - 1.0 / distance)) < 0.002
remote = 1000.0  # meV, chosen distance of the remote level
remote_change = -kB * theta / remote

# Free-energy minimization: does lattice expansion follow the coth law?
gamma_test, stiffness = 1.5, 1000.0


def free_energy(v, t):
    omega = 1.0 - gamma_test * v
    return stiffness * v**2 / 2.0 + t * np.log(2.0 * np.sinh(omega / (2*t)))


for t in (0.05, 0.5, 2.0):
    root = brentq(lambda v: (free_energy(v + 1e-3, t)
                             - free_energy(v - 1e-3, t)) / 2e-3, 0.0, 0.1)
    law = gamma_test * coth(0.5 / t) / (2.0 * stiffness)
    assert abs(root / law - 1.0) < 0.01
alpha_linear, deformation, gamma = 4e-6, 2000.0, 1.0
expansion_slope = 3.0 * alpha_linear * deformation
expansion_Z = expansion_slope * theta / 2.0


def softened(T):
    relative = 1.0 - gamma * 3.0 * alpha_linear * T
    return lowering(T, Z, theta * relative) / relative


softening = derivative(softened, 600.0) / plain600 - 1.0
assert abs(softening / (12.0 * gamma * alpha_linear * 600.0) - 1) < 0.1

# Rough CdTe contrast: polar coupling at parabolic band edges
s_cdte, theta_cdte, phonon = 0.3, 150.0, 21.0
eps_fast, eps_static = 7.0, 10.0
Z_cdte = s_cdte * theta_cdte / 2.0
contrast = 1.0 / eps_fast - 1.0 / eps_static
E_ph = phonon * 1e-3 * const.e


def polar_alpha(mass):
    return (const.e**2 / (4 * np.pi * const.epsilon_0 * const.hbar)
            * contrast * np.sqrt(mass * const.m_e / (2.0 * E_ph)))


def polar_emission(mass):
    q0 = np.sqrt(2.0 * mass * const.m_e * E_ph) / const.hbar
    strength = const.e**2 * E_ph * contrast / (2.0 * const.epsilon_0)
    integral = quad(lambda u: 1.0 / (1.0 + u**2), 0.0, np.inf)[0]
    joule = strength * q0 * integral / (2.0 * np.pi**2 * E_ph)
    return joule / const.e * 1000.0


masses = (0.1, 0.4, 0.6)  # electron, then two trial hole masses
alphas = [polar_alpha(m) for m in masses]
polar = [polar_emission(m) for m in masses]
for a, p in zip(alphas, polar):
    assert abs(p / (a * phonon) - 1.0) < 1e-6
near = quad(lambda u: -1.0 / (1.0 + u), 0.0, 2.0,
            weight='cauchy', wvar=1.0)[0]
far = quad(lambda u: 1.0 / (1.0 - u**2), 2.0, np.inf)[0]
assert abs(near + far) < 1e-7
missing = [(polar[0] + p) / 2.0 for p in polar[1:]]

print("NONPOLAR MODEL")
print(f"High-temperature slope magnitude: {s:.3f} meV/K")
print(f"Effective phonon temperature: {theta:.0f} K")
print(f"Phonon energy: {kB*theta:.2f} meV")
print(f"Zero-point reduction, formula: {Z:.2f} meV = {Z/1000:.4f} eV")
print(f"Zero-point reduction, grid: {Z_grid:.2f} meV")
for T in (100, 200, 300, 400, 600, 800):
    L = lowering(T, Z, theta)
    print(f"T={T} K: below bare {L:.2f}, below 0 K gap {L-Z:.2f},"
          f" asymptote {s*T:.2f} meV")
print(f"Local/asymptotic slope at 300 K: {factor300:.4f}")
print(f"Local/asymptotic slope at 600 K: {slope_factor(600,theta):.4f}")
print(f"Z if 0.3 meV/K is the 300 K slope: {Z/factor300:.2f} meV")
print(f"Z error for independent 10% input errors: {Z*np.hypot(.1,.1):.2f} meV")
print("SEVERAL MODES")
print(f"Two modes: {two_th[0]:.0f}, {two_th[1]:.0f} K;"
      f" Z shares {two_a[0]:.0f}, {two_a[1]:.0f} meV")
print(f"Slope-weighted temperature: {mean_two:.1f} K")
print(f"One-mode fit, 20-500 K: Theta {fit[1]:.1f} K, Z {fit[0]:.2f} meV")
print(f"Fitted high-temperature slope: {2*fit[0]/fit[1]:.4f} meV/K")
print(f"Opposite-sign modes: {mix_th[0]:.0f}, {mix_th[1]:.0f} K;"
      f" Z shares {mix_a[0]:.0f}, {mix_a[1]:.0f} meV")
print(f"Their slope {s_mix:.3f} meV/K, mean Theta {mean_mix:.1f} K,"
      f" total Z {sum(mix_a):.1f} meV")
print("CORRECTIONS TO NONPOLAR MODEL")
print(f"Linear expansion: {alpha_linear:.1e} 1/K;"
      f" deformation potential magnitude: {deformation/1000:.1f} eV")
print(f"Expansion share of slope: {expansion_slope:.4f} meV/K")
print(f"Expansion share of Z: {expansion_Z:.2f} meV")
print(f"Gruneisen parameter: {gamma:.1f}")
print(f"Softening change of 600 K slope: {100*softening:.2f} %")
print(f"Saturating coupling scale: {W/1000:.1f} eV")
print(f"Saturation change of 600 K slope: {100*saturation:.2f} %")
print(f"Remote level distance: {remote/1000:.1f} eV")
print(f"Remote-level change of Z at fixed slope: {100*remote_change:.2f} %")
print("CdTe, ROUGH INPUTS")
print(f"Slope {s_cdte:.2f} meV/K, Theta {theta_cdte:.0f} K")
print(f"Z from rule: {Z_cdte:.2f} meV")
print(f"Local/asymptotic slope at 300 K: {slope_factor(300,theta_cdte):.4f}")
print(f"Polar phonon: {phonon:.1f} meV = {phonon/kB:.1f} K")
print(f"Dielectric constants: fast {eps_fast:.1f}, static {eps_static:.1f}")
for name, m, a, p in zip(("Electron", "Hole A", "Hole B"),
                         masses, alphas, polar):
    print(f"{name}: mass {m:.1f} m_e, alpha {a:.3f}, polar shift {p:.2f} meV")
for name, addition in zip(("A", "B"), missing):
    print(f"Hole {name}: missing polar half {addition:.2f} meV,"
          f" corrected Z {Z_cdte+addition:.2f} meV")
print("all good")
```

Output:

```
NONPOLAR MODEL
High-temperature slope magnitude: 0.300 meV/K
Effective phonon temperature: 400 K
Phonon energy: 34.47 meV
Zero-point reduction, formula: 60.00 meV = 0.0600 eV
Zero-point reduction, grid: 60.08 meV
T=100 K: below bare 62.24, below 0 K gap 2.24, asymptote 30.00 meV
T=200 K: below bare 78.78, below 0 K gap 18.78, asymptote 60.00 meV
T=300 K: below bare 102.95, below 0 K gap 42.95, asymptote 90.00 meV
T=400 K: below bare 129.84, below 0 K gap 69.84, asymptote 120.00 meV
T=600 K: below bare 186.62, below 0 K gap 126.62, asymptote 180.00 meV
T=800 K: below bare 244.98, below 0 K gap 184.98, asymptote 240.00 meV
Local/asymptotic slope at 300 K: 0.8641
Local/asymptotic slope at 600 K: 0.9638
Z if 0.3 meV/K is the 300 K slope: 69.43 meV
Z error for independent 10% input errors: 8.49 meV
SEVERAL MODES
Two modes: 200, 600 K; Z shares 15, 45 meV
Slope-weighted temperature: 400.0 K
One-mode fit, 20-500 K: Theta 325.6 K, Z 45.41 meV
Fitted high-temperature slope: 0.2789 meV/K
Opposite-sign modes: 100, 400 K; Z shares -5, 80 meV
Their slope 0.300 meV/K, mean Theta 500.0 K, total Z 75.0 meV
CORRECTIONS TO NONPOLAR MODEL
Linear expansion: 4.0e-06 1/K; deformation potential magnitude: 2.0 eV
Expansion share of slope: 0.0240 meV/K
Expansion share of Z: 4.80 meV
Gruneisen parameter: 1.0
Softening change of 600 K slope: 3.04 %
Saturating coupling scale: 2.0 eV
Saturation change of 600 K slope: -8.91 %
Remote level distance: 1.0 eV
Remote-level change of Z at fixed slope: -3.45 %
CdTe, ROUGH INPUTS
Slope 0.30 meV/K, Theta 150 K
Z from rule: 22.50 meV
Local/asymptotic slope at 300 K: 0.9794
Polar phonon: 21.0 meV = 243.7 K
Dielectric constants: fast 7.0, static 10.0
Electron: mass 0.1 m_e, alpha 0.345, polar shift 7.24 meV
Hole A: mass 0.4 m_e, alpha 0.690, polar shift 14.49 meV
Hole B: mass 0.6 m_e, alpha 0.845, polar shift 17.74 meV
Hole A: missing polar half 10.87 meV, corrected Z 33.37 meV
Hole B: missing polar half 12.49 meV, corrected Z 34.99 meV
all good
```
